# The Bethe Sum Rule from a Double Commutator

**Q.** A fast electron crossing a metal vapour can excite an atom in infinitely many ways. You say that the strengths of all these excitations have a simple sum. Strengths of what, precisely?

**A.** Take $N$ electrons around a fixed nucleus, with

$$H=\sum_{j=1}^{N}\frac{\mathbf p_j^2}{2m}+V(\mathbf r_1,\ldots,\mathbf r_N).$$

$V$ is real and local: it multiplies the wavefunction by a number at each configuration. Nuclear attraction and electron repulsion are both of this kind. Let $H|n\rangle=E_n|n\rangle$, and let $|0\rangle$ be a normalised bound eigenstate. When the atom receives momentum $\hbar\mathbf K$, the operator that matters is

$$\rho=\sum_j e^{i\mathbf K\cdot\mathbf r_j},\qquad F_n=\langle n|\rho|0\rangle .$$

The generalised oscillator strength is

$$f_n(\mathbf K)=\frac{2m}{\hbar^2K^2}(E_n-E_0)|F_n|^2 .$$

The quantity to find is $\sum_n f_n$, over all antisymmetric eigenstates. The sum includes an integral over the continuum.

**Q.** You know neither the $E_n$ nor the $F_n$. How can you sum them?

**A.** The energy factor can be turned into an operator, and completeness then removes the final states:

$$S(\mathbf K)\equiv\sum_n(E_n-E_0)|F_n|^2=\langle0|\rho^\dagger(H-E_0)\rho|0\rangle .$$

To evaluate this, compare it with a double commutator:

$$\langle[\rho^\dagger,[H,\rho]]\rangle=\langle\rho^\dagger[H,\rho]\rangle-\langle[H,\rho]\rho^\dagger\rangle .$$

In the first term $H|0\rangle=E_0|0\rangle$, so it is $\langle\rho^\dagger(H-E_0)\rho\rangle=S(\mathbf K)$. In the second, $\langle0|H=E_0\langle0|$ gives

$$\langle(H\rho-\rho H)\rho^\dagger\rangle=-\langle\rho(H-E_0)\rho^\dagger\rangle=-S(-\mathbf K),$$

because $\rho^\dagger$ is $\rho$ with $\mathbf K$ reversed. Therefore

$$\langle[\rho^\dagger,[H,\rho]]\rangle=S(\mathbf K)+S(-\mathbf K).$$

**Q.** That is a sum of two unknowns. I want one of them.

**A.** Either of two symmetries makes them equal. If $V$ is unchanged by inversion and $|0\rangle$ has definite parity, inversion turns $\rho|0\rangle$ into $\pm\rho^\dagger|0\rangle$ without changing $H$. If instead the wavefunction $\psi_0$ is real, then $\rho^\dagger\psi_0=(\rho\psi_0)^*$, and the real operator $H$ has the same expectation value in a function and in its conjugate. A free atom in a state of definite parity meets the first condition. Without such a symmetry, this argument fixes only the mean of $S(\mathbf K)$ and $S(-\mathbf K)$.

**Q.** Then everything rests on the commutator. Show me that electron repulsion does not spoil it.

**A.** $V$ and $\rho$ both multiply by functions of position, so $[V,\rho]=0$, however complicated $V$ is. Only the kinetic energy remains. From $\mathbf p\,e^{i\mathbf K\cdot\mathbf r}=e^{i\mathbf K\cdot\mathbf r}(\mathbf p+\hbar\mathbf K)$, applied twice,

$$\left[\frac{\mathbf p^2}{2m},e^{i\mathbf K\cdot\mathbf r}\right]
=e^{i\mathbf K\cdot\mathbf r}\,\frac{(\mathbf p+\hbar\mathbf K)^2-\mathbf p^2}{2m}
=e^{i\mathbf K\cdot\mathbf r}\left(\frac{\hbar\mathbf K\cdot\mathbf p}{m}+\frac{\hbar^2K^2}{2m}\right).$$

Now commute with $\rho^\dagger=\sum_i e^{-i\mathbf K\cdot\mathbf r_i}$. For $i\ne j$ the operators belong to different electrons and commute. For $i=j$ the constant term also drops out, as it multiplies a function of position. The momentum term leaves

$$\frac{\hbar}{m}\left[\mathbf K\cdot\mathbf p-e^{i\mathbf K\cdot\mathbf r}(\mathbf K\cdot\mathbf p)e^{-i\mathbf K\cdot\mathbf r}\right]
=\frac{\hbar}{m}\left[\mathbf K\cdot\mathbf p-(\mathbf K\cdot\mathbf p-\hbar K^2)\right]=\frac{\hbar^2K^2}{m}.$$

There are $N$ such terms, so

$$[\rho^\dagger,[H,\rho]]=\frac{N\hbar^2K^2}{m}.$$

This is a number, not an operator. With $S(\mathbf K)=S(-\mathbf K)$, each is half of it:

$$S=\frac{N\hbar^2K^2}{2m},\qquad \boxed{\sum_n f_n(\mathbf K)=N\quad(\mathbf K\ne0).}$$

This is the Bethe sum rule. Correlation between electrons can move strength from one excitation to another, but it cannot change the total. The state $|0\rangle$ need not be the ground state. If it is excited, transitions to lower levels enter with negative sign.

**Q.** What becomes of it at very small and very large $K$?

**A.** For small $K$, orthogonality removes the constant term of the exponential when $n\ne0$. With $\mathbf K$ along $z$ and $D=\sum_jz_j$, $F_n\simeq iK\langle n|D|0\rangle$. The corresponding dipole sum follows from its own commutator. Since $[H,D]=-i\hbar P_z/m$, where $\mathbf P=\sum_j\mathbf p_j$, and $[D,P_z]=i\hbar N$,

$$[D,[H,D]]=-\frac{i\hbar}{m}(i\hbar N)=\frac{N\hbar^2}{m}.$$

Its expectation value is $2\sum_n(E_n-E_0)|\langle n|D|0\rangle|^2$, so

$$\frac{2m}{\hbar^2}\sum_n(E_n-E_0)|\langle n|D|0\rangle|^2=N,$$

the Thomas–Reiche–Kuhn rule.

For large $K$, look at the total probability weight:

$$\sum_n|F_n|^2=\langle\rho^\dagger\rho\rangle=N+\sum_{i\ne j}\langle e^{i\mathbf K\cdot(\mathbf r_j-\mathbf r_i)}\rangle .$$

The pair term tends to zero because its phase oscillates ever faster over an integrable pair density. The mean energy transfer $S/\sum_n|F_n|^2$ then tends to $\hbar^2K^2/2m$, the recoil energy of a free electron initially at rest. Individual transfers are spread about this mean by the electrons' initial momenta.

**Q.** You leaned on locality. Does a nonlocal potential really do damage, or is that a formality?

**A.** It does damage. Add to each electron a real, symmetric kernel $W(\mathbf x,\mathbf x')$, which acts as $\int W(\mathbf x,\mathbf x')\psi(\mathbf x')\,d\mathbf x'$. The first commutator multiplies the kernel by $e^{i\mathbf K\cdot\mathbf x'}-e^{i\mathbf K\cdot\mathbf x}$. The second multiplies it by $e^{-i\mathbf K\cdot\mathbf x}-e^{-i\mathbf K\cdot\mathbf x'}$. The product of the two factors is

$$-\left|e^{i\mathbf K\cdot\mathbf x}-e^{i\mathbf K\cdot\mathbf x'}\right|^2=-2\left[1-\cos\mathbf K\cdot(\mathbf x-\mathbf x')\right].$$

Half the expectation value enters $S$. For a real state with one-body density matrix $\gamma$, normalised to $N$,

$$\sum_nf_n=N-\frac{2m}{\hbar^2K^2}\iint\gamma(\mathbf x',\mathbf x)W(\mathbf x,\mathbf x')\left[1-\cos\mathbf K\cdot(\mathbf x-\mathbf x')\right]d\mathbf x\,d\mathbf x'.$$

A local potential acts only at $\mathbf x=\mathbf x'$, where the bracket vanishes.

To see the size, take two interacting electrons in one dimension, in atomic units ($\hbar=m=e=1$; length in bohr, energy in hartree). Let the well be $-2/\sqrt{x^2+1}-0.5\,e^{-(x-1.5)^2}$ and the repulsion $1/\sqrt{(x_1-x_2)^2+1}$. Diagonalization on a grid for spatially symmetric (singlet) states gives a ground-state sum of 2.000 at $K=0.5$, 1 and 2 bohr$^{-1}$. Now add $W=0.5\,g(x)g(x')$ with $g=\pi^{-1/4}e^{-x^2/2}$. The sums fall to 1.097, 1.295 and 1.669, and the formula above gives the same values. This kernel is deliberately strong.

**Q.** Hartree–Fock exchange is nonlocal. Have you just shown that real atoms violate the rule?

**A.** No. The repulsion in the full Hamiltonian is local, so its exact eigenstates obey the rule. The Hartree–Fock exchange operator is a nonlocal substitute for part of that repulsion. Bare transitions between its orbitals need not sum to $N$.

**Q.** Then use orbitals in a local potential. The Pauli principle still forbids transitions into filled orbitals. Where does their strength go?

**A.** For one electron the rule gives each orbital $a$ a sum of one, provided every final orbital $b$ is counted, filled or not. Write $f_{a\to b}$ for one such strength. Reversing the transition changes the sign of the energy difference, and

$$|\langle a|e^{i\mathbf K\cdot\mathbf r}|b\rangle|^2=|\langle b|e^{-i\mathbf K\cdot\mathbf r}|a\rangle|^2,
\qquad f_{b\to a}(\mathbf K)=-f_{a\to b}(-\mathbf K).$$

Summed over closed subshells, the strengths do not depend on the sign of $\mathbf K$. The forbidden transitions therefore cancel in pairs. The total over empty final orbitals is still $N$, though single subshells gain or lose.

**Q.** I would believe that more readily for an actual atom.

**A.** Take magnesium, $1s^2\,2s^2\,2p^6\,3s^2$, in exchange-only local-density Kohn–Sham theory. Its potential is local and spherical. The orbital energies come out at $-1249$, $-77.4$, $-45.2$ and $-3.87$ eV for $1s$, $2s$, $2p$ and $3s$. Exchange is treated only in a local approximation. Correlation is left out, and so is the response of the self-consistent field to the excitation. The energies of these transitions are therefore not those of the real atom.

The matrix elements reduce to radial integrals $R_\lambda=\int u_{n'l'}\,j_\lambda(Kr)\,u_{nl}\,dr$, with $j_\lambda$ a spherical Bessel function and $u$ a normalised radial function. To get the angular weights, average over the direction of $\mathbf K$. A plane wave at $\mathbf r$ times its conjugate at $\mathbf r'$ becomes

$$\sum_\lambda(2\lambda+1)j_\lambda(Kr)j_\lambda(Kr')P_\lambda(\cos\omega),$$

where $\omega$ is the angle between $\mathbf r$ and $\mathbf r'$. Summing over final magnetic states gives $(2l'+1)P_{l'}(\cos\omega)/4\pi$, and averaging over initial ones gives $P_l(\cos\omega)/4\pi$. The angular integrals leave the weight of $R_\lambda^2$:

$$A=(2l'+1)(2\lambda+1)\,\frac12\int_{-1}^{1}P_l\,P_{l'}\,P_\lambda\,dt .$$

For $l=0$, orthogonality requires $\lambda=l'$ and gives $A=2l'+1$. For $l=1$, $P_1=t$. The recursion for $tP_\lambda$ requires $\lambda=l'\pm1$, and half the integral is $L/[(2L-1)(2L+1)]$ with $L=\max(\lambda,l')$. The two factors in front are $2L-1$ and $2L+1$, so $A=L$.

I solved the radial equation by collocation on a grid reaching 30 bohr, which replaces the continuum by discrete states, and summed $l'$ from 0 to 90. At $K=5$, 20, 50 and 100 nm$^{-1}$ the total is 12.000 each time. At 20 nm$^{-1}$ the subshells give:

| Subshell | All finals | Empty finals |
|---|---:|---:|
| $1s$ | 2.00 | 1.61 |
| $2s$ | 2.00 | 1.37 |
| $2p$ | 6.00 | 6.97 |
| $3s$ | 2.00 | 2.05 |

The second column adds to 12.00. The $1s$ shell loses upward transitions, which were positive. The $3s$ shell loses downward ones, which were negative, so its sum rises. The middle shells lose both kinds, and the net change is a loss for $2s$ and a gain for $2p$.

**Q.** What has this to do with an electron slowing down in vapour?

**A.** Energy loss weights each excitation by its energy, as the sum rule does. Use atomic units and first Born theory, with the beam electron treated as distinguishable from the atom's electrons. Let it go from wavevector $\mathbf k$ to $\mathbf k'$, with $\mathbf K=\mathbf k-\mathbf k'$ and speed $v=k$. The Fourier transform of its repulsion from an electron at $\mathbf r$ is $4\pi e^{i\mathbf K\cdot\mathbf r}/K^2$. The nuclear term vanishes for $n\ne0$ because $\langle n|0\rangle=0$. The golden rule, divided by the incident flux, gives

$$d\sigma_n=\frac{2\pi}{v}\left|\frac{4\pi F_n}{K^2}\right|^2\frac{k'\,d\Omega}{(2\pi)^3}
=\frac{4k'}{k}\frac{|F_n|^2}{K^4}\,d\Omega .$$

From $K^2=k^2+k'^2-2kk'\cos\theta$ at fixed $k'$, $K\,dK=kk'\sin\theta\,d\theta$, so $d\Omega=2\pi K\,dK/(kk')$ and

$$d\sigma_n=\frac{8\pi}{v^2}\frac{|F_n|^2}{K^3}\,dK .$$

Multiply by $E_n-E_0$, sum, and insert $S=NK^2/2$:

$$\sum_n(E_n-E_0)\,d\sigma_n=\frac{4\pi N}{v^2}\frac{dK}{K},
\qquad
\Sigma=\frac{4\pi N}{v^2}\ln\frac{K_2}{K_1}.$$

$\Sigma$ is the stopping cross section from momentum transfers between $K_1$ and $K_2$. Atomic structure has dropped out, except for $N$.

**Q.** You summed over every excitation. A beam of finite energy cannot reach them all.

**A.** Correct, and this limits the last formula, not the sum rule. Since $k'\ge k-K$, the energy transfer obeys

$$E=\frac{k^2-k'^2}{2}\le Kv-\frac{K^2}{2}.$$

With beam energy $T=v^2/2$ and recoil energy $E_r=K^2/2$, the limit is $2\sqrt{TE_r}-E_r$, valid in any energy unit. For $T=10$ keV and $K=20$ nm$^{-1}$, $E_r=15.24$ eV and the limit is $780.8-15.2\approx766$ eV. The $1s$ electrons, bound by 1249 eV in this model, cannot be excited. Of the 12 units of strength, 10.08 are reachable. The closed $1s$ shell accounts for 1.61 of the missing 1.92, and the rest, about 0.3, lies in high-energy transitions of the outer shells.

At 5, 50 and 100 nm$^{-1}$ the reachable sums are about 8.0, 11.0 and 11.6. The sharp limit falls among the discrete states that stand in for the continuum, so moving the grid's outer radius between 24 and 45 bohr shifts the first sum by about 0.1 and the other two by up to 0.02. The formula for $\Sigma$ is thus poor at the small end of this range and better at the large end.

**Q.** Put numbers to it for an evaporator.

**A.** Let a 10 keV beam cross 5 cm of magnesium vapour at 0.1 Torr and 780 K, values chosen for illustration. Count only transfers from 50 to 100 nm$^{-1}$. The speed is $v=27.11$ atomic units, so

$$\Sigma=\frac{4\pi\times12}{27.11^2}\ln2=0.1422\ \text{atomic units}.$$

The unit, hartree times bohr squared, equals $\hbar^2/m$. Since $\hbar^2K^2/2m=381.0$ eV at 100 nm$^{-1}$, this is $2\times381.0/100^2=0.0762$ eV nm$^2$. Hence $\Sigma=0.0108$ eV nm$^2=1.08\times10^{-16}$ eV cm$^2$.

The ideal-gas density is $p/k_BT_g=1.24\times10^{15}$ cm$^{-3}$, with $T_g$ the gas temperature. The mean loss is

$$(1.24\times10^{15})(1.08\times10^{-16})(5)\approx0.67\ \text{eV}.$$

Summing the explicit magnesium transitions and integrating over $K$ gives the same loss. Applying the kinematic limit lowers it to 0.63 eV, or 5.4% below the sum-rule value.

**Q.** Would a real source show 0.63 eV?

**A.** Not as a separate reading. It is an average over rare events: in this model only about one beam electron in 400 excites or ionises an atom with a momentum transfer in the chosen window, and it then loses about 270 eV on average. Elastic collisions with the same momentum transfers are more frequent, but they cost almost no energy. It is also only one part of the stopping, since momentum transfers below and above the window add to it. Vapour above a hot source is also not uniform. The loss is proportional to density integrated along the path, so half the mean density at the same path length would halve it.

Other omissions concern the collision. At this beam energy the relativistic speed raises $1/v^2$ by 2.9%. For a struck electron initially at rest, the exchange amplitude is smaller than the direct one by the factor $E_r/(T-E_r)$, which is 0.040 at 100 nm$^{-1}$. That suggests a correction of a few per cent at the upper end. The Born approximation is well placed for electron–electron encounters, where $1/v=0.037$. Near the nucleus the parameter is $Z/v=0.44$, with $Z=12$ the nuclear charge. This is not small, and I have not evaluated the resulting error for close collisions with the $1s$ shell.

**Q.** And the rule itself? Real nuclei move, and inner electrons are fast.

**A.** In the atom's rest frame, with electron positions measured from the nucleus, a nucleus of mass $M$ adds $\mathbf P^2/2M$ to $H$. With $[\mathbf P,\rho]=\hbar\mathbf K\rho$ and $[\rho^\dagger,\mathbf P]=\hbar\mathbf K\rho^\dagger$,

$$\left[\rho^\dagger,\left[\frac{\mathbf P^2}{2M},\rho\right]\right]
=\frac{\hbar\mathbf K}{2M}\cdot[\rho^\dagger,\mathbf P\rho+\rho\mathbf P]
=\frac{\hbar^2K^2}{M}\rho^\dagger\rho .$$

Relative to $N\hbar^2K^2/m$, its expectation value is $m\langle\rho^\dagger\rho\rangle/(NM)$. Because $\rho$ is a sum of $N$ phases, $\langle\rho^\dagger\rho\rangle\le N^2$, and the relative change is at most $Nm/M$. For magnesium that bound is $2.7\times10^{-4}$.

Relativity changes the kinetic energy, and with it the commutator. Its scale is the mean of $p^2/(mc)^2$, which is 0.0018 per electron in this magnesium model. That is an order of magnitude for the correction, not its value. For this light atom, both effects on the rule are much smaller than the 5.4% by which the beam's kinematic limit lowers the stopping in the chosen window.

Numerical values quoted here were computed with a short program.
